# The Hill relation: steady flux, mean first-passage times and weighted-ensemble sampling, part 2

Walkers with Markov dynamics restart from a source distribution $\rho$ the instant they enter the sink $B$. At total probability one, the steady arrival rate $J$ and the first-passage time $T$ obey the Hill relation

$$J=\frac{1}{\bar T},\qquad \bar T\equiv \mathrm E_\rho[T].\tag{1}$$

We now treat finite-lag observation, the weighted ensemble and a double well.

Distributions are rows, functions of the state columns, $\mathbf 1$ the column of ones. The generator $Q$ has non-sink block $L$; absorption zeroes the rows of $B$. The recycled generator is $G=L+\kappa\rho$, $\kappa=-L\mathbf 1$; $\pi$ is the stationary distribution under recycling.

Two arguments from A.2 recur, for finite chains with $B$ reachable from every state. Absorption within some fixed time has probability at least $\epsilon>0$ from every state, so survival decays geometrically. If column $s$ of a recycled transition matrix, with $\rho_s>0$, has all entries at least $\epsilon'>0$, each application shrinks $\sum_i|p_i-\pi_i|$ by at least the factor $1-\epsilon'$.

$T$ has density $f(t)=\sum_kc_ke^{-\lambda_kt}$, where $L$ (diagonalizable) has eigenvalues $-\lambda_k$, $0<\lambda_1<\lambda_2<\dots$. With $s_2$ the eigenvalue of $G$ near $-\lambda_2$, the one-pole approximation to the recycled flux is

$$j(t)\approx J+c_2e^{-\gamma t},\qquad\gamma=-s_2\approx\lambda_2-c_2.\tag{6}$$

For overdamped diffusion in a potential $U(x)$, with inverse thermal energy $\beta$, diffusion coefficient $D$, reflecting wall $x_L$, source $a$ and sink $x\ge b$, the steady density $p$ has current $-D(p'+\beta U'p)=J$ on $(a,b)$, and

$$p(x)=\frac JD\,e^{-\beta U(x)}\int_{\max(x,a)}^be^{\beta U(y)}dy.\tag{7}$$

$$\frac1J=m(a),\qquad m(x)\equiv\frac1D\int_x^be^{\beta U(y)}Z(y)\,dy,\qquad Z(y)=\int_{x_L}^ye^{-\beta U(z)}dz.\tag{8}$$

Here $m(a)=\bar T$. For even $U$, $x_L=-\infty$, $a=-b$ and $Z=Z(\infty)$, reflection gives $Z(y)+Z(-y)=Z$ and

$$\bar T=\frac{Z\,I_b}{2D},\qquad I_b=\int_{-b}^be^{\beta U}dy.\tag{9}$$

On a lattice of spacing $h$, with rates $Q_{i,i\pm1}=(D/h^2)e^{-\beta(U_{i\pm1}-U_i)/2}$, the mean passage time is $\bar T_h$. If $\pm b$ are minima,

$$\bar T_h/\bar T-1=\frac{\beta h^2}{8}\langle U''\rangle+O(h^4),\tag{10}$$

averaged with weight $e^{\beta U}$ on $(a,b)$.

The printed results also include an earlier test on a random chain, where a mean wait $d$ before restart gives $J=1/(\bar T+d)$.

**The sampled chain.** A weighted-ensemble code inspects its walkers only at multiples of a lag $\tau$. Let $P$ be the transition matrix over one lag, $K$ its non-sink block, and $\alpha=\mathbf 1-K\mathbf 1$ the probability of being found in $B$ at the end of the lag. A walker so found is restarted at the same instant, so the recycled matrix is $\Pi=K+\alpha\rho$. Let $n^*$ be the number of lags until detection. Then $P(n^*>n)=\rho K^n\mathbf 1$, which decays geometrically by the argument of A.2, and

$$T_\tau\equiv\tau\,\mathrm E[n^*]=\tau\sum_{n\ge0}\rho K^n\mathbf 1=\tau\rho(I-K)^{-1}\mathbf 1.$$

Stationarity $\pi\Pi=\pi$ reads $\pi(I-K)=(\pi\alpha)\rho$. Multiplying by $(I-K)^{-1}\mathbf 1$ gives $1=(\pi\alpha)T_\tau/\tau$, so

$$J_\tau\equiv\frac{\pi\alpha}{\tau}=\frac1{T_\tau}.\tag{11}$$

The instantaneous flux converges if $\Pi$ has a positive diagonal, as it does when $P$ is the exponential of a generator: $s$ is reachable from every state within $n$ steps ($n$ the number of states), the walker can wait at $s$, so column $s$ of $\Pi^n$ is positive and the contraction of A.2 applies. Without this it can fail. For the deterministic chain $0\to1\to2\to B$ restarted at $0$, the flux per step cycles through $0,0,1$ forever and only its time average equals $1/3$.

**Lag error.** There are two ways to detect arrival. In the first, any visit to $B$ during the lag counts, so $P$ is built from the absorbing generator and $n^*=\lceil T/\tau\rceil$. Then $T\le\tau n^*<T+\tau$ and $\bar T\le T_\tau^{\rm abs}<\bar T+\tau$. To locate $T^{\rm abs}_\tau$ in this interval, let $\sigma(t)=\tau\lceil t/\tau\rceil-t-\tau/2$. With $u=t \bmod\tau$ it equals $\tau/2-u$, and its integral from $0$ to $t$ is $\Phi=u(\tau-u)/2$, between $0$ and $\tau^2/8$. Integrating by parts with $\Phi(0)=0$ and $f(\infty)=0$,

$$\left|T_\tau^{\rm abs}-\bar T-\frac\tau2\right|=\left|\int_0^\infty\Phi f'\,dt\right|\le\frac{\tau^2}8\int_0^\infty|f'|\,dt.\tag{12}$$

If $f$ rises from zero to one maximum and then decays, the bound is $\tau^2f_{\max}/4$.

In the second way only the position at the end of the lag counts, and $P=e^{\tau Q}$ with the unmodified $Q$. On any path, being in $B$ at time $n\tau$ implies $T\le n\tau$, so detection comes no earlier than in the first way and $T_\tau^{\rm end}\ge T_\tau^{\rm abs}$. The excess $T_\tau^{\rm end}-\bar T$ is the mean time from first entry to first detection. Suppose each passage into $B$ has probability $q<1$ of going undetected and being followed by a return to the source basin. The mean number of such returns is then $q/(1-q)$. If each new passage again takes about $\bar T$, they add about $q\bar T/(1-q)$, so the excess is not bounded by $\tau$.

**One iteration.** The ensemble is a set of walkers $(x_i,w_i)$ with $\sum_iw_i=1$, started at draws from $\rho$. Iteration $n$ has four operations, in this order: propagate every walker for one lag; record $\hat J_n=\tau^{-1}\sum_iw_i\mathbb 1[x_i\in B]$; move the walkers in $B$ to draws from $\rho$, keeping their weights; resample within bins.

**Resampling.** For a function $\varphi$ of the state put $\eta(\varphi)=\sum_iw_i\varphi(x_i)$. In a bin of total weight $W$, replace the walkers by $M$ walkers of weight $W/M$, walker $i$ receiving $C_i$ copies with $\sum_iC_i=M$. If

$$\mathrm E[C_i\mid\text{ensemble}]=Mw_i/W,\tag{13}$$

the bin's contribution to $\eta(\varphi)$ has conditional mean $\sum_i(Mw_i/W)(W/M)\varphi(x_i)=\sum_iw_i\varphi(x_i)$, which is its value before resampling. Systematic resampling satisfies (13). Lay intervals of length $w_i/W$ end to end on $[0,1)$, draw one uniform $\xi\in[0,1)$, and let $C_i$ count the points $(\xi+k)/M$, $k=0,\dots,M-1$, that fall in interval $i$. Point $k$ is uniform with density $M$ on $[k/M,(k+1)/M)$, these cells tile $[0,1)$, and so the expected count is $M$ times the interval length. The bins and $M$ may depend on the present and past ensembles, since these are held fixed in the conditional mean.

**Unbiasedness.** Let $\eta_n$ be the ensemble after $n$ iterations. Weights are untouched by propagation and recycling, and each walker moves according to $\Pi$, so $\mathrm E[\eta_n(\varphi)\mid\eta_{n-1}]=\eta_{n-1}(\Pi\varphi)$; resampling does not alter this conditional mean. Taking expectations and iterating down to $\mathrm E[\eta_0(\varphi)]=\rho\varphi$ gives $\mathrm E[\eta_n(\varphi)]=\rho\Pi^n\varphi$. Likewise $\mathrm E[\hat J_n\mid\eta_{n-1}]=\eta_{n-1}(\alpha)/\tau$, and therefore

$$\mathrm E[\hat J_n]=\frac1\tau\,\rho\,\Pi^{n-1}\alpha\;\longrightarrow\;J_\tau=\frac1{T_\tau}.\tag{14}$$

This holds at every $n$, for any bins and any $M\ge1$. Bins affect the variance only. Three consequences matter in code. First, the unbiased quantity is the flux: $1/x$ is convex, so $\mathrm E[1/\hat J]\ge1/\mathrm E[\hat J]$, and fluxes are to be averaged over iterations and runs before inversion. Second, walkers share ancestors, so successive $\hat J_n$ are correlated, and the spread of independent replicas gives an error bar that does not depend on modelling this correlation. Third, choosing survivors without regard to weight, $\mathrm E[C_i]=M/n_{\rm bin}$ for $n_{\rm bin}$ walkers in the bin, replaces the bin's contribution by $W$ times the unweighted mean of $\varphi$. Total weight is still conserved, so a weight check does not reveal the fault.

## A.8 Worked example: a symmetric double well

The model has round parameters and represents no particular material: $U=E_b[(x/\ell)^2-1]^2$ with $E_b=25$ kJ/mol, temperature 300 K, $\ell=1$ nm and $D=1$ nm²/ns, so $\beta E_b=10.02$. The source is at $-\ell$ and the sink is $x\ge\ell$. Digits beyond the third serve only to compare methods on the same model.

**Exact value.** Quadrature gives $Z=0.571853$ nm and $I_b=9111.09$ nm. By (9),

$$\bar T=\frac{0.571853\times9111.09}{2\times1}\ \text{ns}=2605.1\ \text{ns},\qquad \frac1{\bar T}=3.8386\times10^{-4}\ \text{ns}^{-1}=3.84\times10^5\ \text{s}^{-1}.$$

**Steady flux.** The stationary vector of the recycled lattice generator, on $|x|\le1.6$ nm, gives $J=3.84569\times10^{-4}$ ns⁻¹ for $h=0.02$ nm and $3.84039\times10^{-4}$ ns⁻¹ for $h=0.01$ nm. Relative to $1/\bar T$ these are high by 0.184% and 0.046%, a ratio of 4. In (10), $U''=(E_b/\ell^2)(12x^2/\ell^2-4)$, and near the barrier top the weight $e^{\beta U}$ is a Gaussian of variance $\ell^2/(4\beta E_b)$. To this order $\beta\ell^2\langle U''\rangle=3-4\beta E_b=-37.1$, and for $h=0.01$ nm the relative shift of $\bar T_h$ is $-37.1\times10^{-4}/8=-0.046\%$, matching the observed shift of $J$ with opposite sign. Eliminating the $h^2$ term,

$$\frac{4\times3.84039-3.84569}{3}\times10^{-4}=3.83862\times10^{-4}\ \text{ns}^{-1},$$

which equals $1/\bar T$ to the six digits shown.

**Steady density.** At the source (7) gives $p=JI_b/D=3.83862\times10^{-4}\times9111.09=3.497$ nm⁻¹, which by (9) is $2/Z$: exactly twice the equilibrium density $1/Z$, by the symmetry behind (9), and consistent here with nearly all the weight sitting in the left well. At $x=0$ formula and lattice ($h=0.01$ nm) both give $7.761\times10^{-5}$ nm⁻¹. At $x=0.5$ nm they give $2.544\times10^{-5}$ and $2.543\times10^{-5}$ nm⁻¹. Beyond the barrier the density does not follow the equilibrium rise. On $(a,b)$ the current gives $p'=-J/D-\beta U'p$, so where $p'$ is small $p\approx J/(D\beta|U'|)$. At $x=0.5$ nm, $\beta|U'|=4\times10.02\times0.5\times0.75=15.03$ nm⁻¹, which gives $2.55\times10^{-5}$ nm⁻¹, close to the value above. The density is not monotonic there: it has a local minimum near $x=0.5$ nm, a little before the steepest point at $\ell/\sqrt3=0.58$ nm, rises by about 40% to a maximum near 0.8 nm as the slope flattens, and falls to zero at the sink.

**Dependence on the source.** With the source at the barrier top, (8) gives 1302.6 ns and the $h=0.01$ nm lattice gives $1/J=1302.0$ ns. For $y>0$, $Z(y)=Z/2+\int_0^ye^{-\beta U}dz$, so $m(0)=\bar T/2+\delta$, where $\delta$ is the passage time from $0$ to $\ell$ with a wall at $0$. Here $\delta=1302.64-1302.55\approx0.1$ ns. The flux doubles: the Hill relation remains exact, and $J$ is no longer the rate of escape from the well.

**Relation to the rate constant.** For the source in the well, compare with the slowest relaxation rate $\lambda^{\rm eq}_1$ of the equilibrium dynamics, which in a symmetric two-state description is $2k$. On the $h=0.01$ nm lattice $\lambda_1^{\rm eq}/2=3.84081\times10^{-4}$ ns⁻¹, above $J$ by about $1\times10^{-4}$ relative to $J$. The slowest mode has one node and, $U$ being even, is odd, so $\lambda_1^{\rm eq}$ is the slowest decay rate of the left half with absorption at $0$. The mean time from $-\ell$ to $0$ is $\bar T-m(0)=\bar T/2-\delta$. If that passage is nearly exponential, $\lambda_1^{\rm eq}/2\approx J(1+2\delta/\bar T)$ with $2\delta/\bar T\approx2\times0.09/2605\approx7\times10^{-5}$. This is about 60% of the observed $1.1\times10^{-4}$; the rest is the departure of that passage from an exact exponential law. The identification $J\approx k$ thus needs source and sink inside their wells and local times such as $\delta$ negligible against $\bar T$.

Evaluating (9) with Gaussian integrals, $Z\approx2\ell\sqrt{2\pi/(8\beta E_b)}$ and $I_b\approx\ell e^{\beta E_b}\sqrt{2\pi/(4\beta E_b)}$, gives the overdamped Kramers rate $k_K=(D/\ell^2)\sqrt{32}\,\beta E_b\,e^{-\beta E_b}/2\pi=4.005\times10^{-4}$ ns⁻¹, 4.3% above $1/\bar T$. The first corrections account for most of this. At the barrier the term $\beta E_b x^4/\ell^4$ multiplies $I_b$ by $1+3\beta E_b/(4\beta E_b)^2=1+3/(16\beta E_b)$. In a well $U=E_b(4u^2+4u^3+u^4)$ with $u=x/\ell-1$ and Gaussian variance $v=1/(8\beta E_b)$, so $Z$ is multiplied by $1-3\beta E_bv^2+\tfrac12(4\beta E_b)^2\,15v^3=1+(-3+15)/(64\beta E_b)=1+3/(16\beta E_b)$. The sum is $3/(8\beta E_b)=3.7\%$, and the remaining 0.6% is of the size of $(\beta E_b)^{-2}$.

**Lag effects.** The weighted ensemble runs on a coarse lattice, $h=0.05$ nm, with $\tau=0.01$ ns, so that its target is known exactly. There $\bar T_h=2575.334$ ns, 1.1% below the continuum value, in line with $25\times0.046\%$ from (10). Absorbing within the lag gives 2575.339 ns, an excess of 0.0050 ns, which is $\tau/2$ as (12) predicts. Checking only at the ends of lags gives 2575.367 ns, an excess of 0.033 ns, more than three lags but only $1.3\times10^{-5}$ of $\bar T_h$. For this rule $J_\tau=1/2575.367=3.8829\times10^{-4}$ ns⁻¹.

**Relaxation.** The two lowest eigenvalues of $-L$ are $\lambda_1=3.8832\times10^{-4}$ and $\lambda_2=36.52$ ns⁻¹, and the gap of $G$ is $\gamma=36.61$ ns⁻¹, 0.26% above $\lambda_2$ and about $9\times10^4$ times $J_\tau$. The exact flux (14) stays within 1% of $J_\tau$ from 0.30 ns on. That is $36.61\times0.30=11$ decay times, more than the $\ln100=4.6$ that an amplitude of order $J$ would need. The one-pole form (6) explains the size: $c_2\approx36.5183-36.6119=-0.094$ ns⁻¹, so $|c_2|/J_\tau\approx240$, and the deviation reaches 1% at $\ln(2.4\times10^4)/36.61=0.28$ ns. This is an estimate for the continuous-time flux and is not among the program's tests. It infers $c_2$ from the gap and neglects the faster modes, whose amplitudes are larger than $|c_2|$, so it is good to a few percent only. The large negative amplitude expresses the time a walker needs to cross before any flux appears.

**Weighted-ensemble results.** One hundred independent replicas used 26 bins of two sites, 8 walkers per occupied bin and 300 iterations, with end-of-lag detection.

| quantity ($10^{-4}$ ns⁻¹) | sampled | standard error | exact |
|---|---|---|---|
| flux, iterations 11–25 | 2.04 | 0.39 | 2.51 |
| flux, iterations 101–300 | 3.65 | 0.19 | 3.88 |
| same, weight-blind resampling | 5.85 | 0.24 | 3.88 |

The steady estimate lies $(3.883-3.655)/0.191=1.2$ standard errors below $J_\tau$. Its inverse is 2740 ns with a relative standard error of 5%, against the exact 2575 ns. The transient estimate is also 1.2 standard errors low, $(2.509-2.038)/0.392$, with a standard error of 19% of its value, so it is a weak test of (14). Two deviations of this size are compatible with chance. The flux of a single replica has a distribution skewed toward large values, strongly so in the transient, so a set of 100 replicas more often falls below the exact value than above it and tends to understate its own standard error. The first row shows the bias from reading too early: the exact mean over iterations 11–25 is $2.51/3.88=65\%$ of $J_\tau$. Weight-blind resampling gives $5.85/3.88=1.5$ times $J_\tau$, off by $(5.853-3.883)/0.240=8$ standard errors.

The replicas together consumed 52347 ns of walker time, burn-in included. Direct simulation for that time would see $52347\times3.883\times10^{-4}=20.3$ arrivals on average. The product $\lambda_1\bar T_h=3.8832\times10^{-4}\times2575.3=1.000$ indicates nearly exponential passage times, for which the count is Poisson and the relative error of the flux is $1/\sqrt{20.3}=22\%$. Against 5.2% for the weighted ensemble, the estimated variance ratio is $(0.222/0.052)^2\approx18$. The 5.2% is itself estimated from the spread of only 100 replicas, so the ratio is uncertain by some tens of percent and supports no more than a gain of order ten for this model, these bins and this lag.

The program and its output, printed below, contain the tests and the numbers used here.

## Computed results

```
random chain: MFPT from survival integral = 5.29023
random chain: 1/J = 5.29023
random chain: simulated 1/J = 5.36158
  its relative standard error = 0.0109442
random chain: delay d = 2.5
random chain: 1/J with delay = 7.79023
Eb = 25 kJ/mol
temperature = 300 K
l = 1 nm
D = 1 nm^2/ns
beta Eb = 10.0227
Z = 0.571853 nm
integral of exp(beta U), -l..l = 9111.09 nm
MFPT from -l = 2605.1 ns
1/MFPT = 0.000383862 1/ns
1/MFPT = 383862 1/s
J lattice h=0.02 nm = 0.000384569 1/ns
J lattice h=0.01 nm = 0.000384039 1/ns
J extrapolated to h=0 = 0.000383862 1/ns
MFPT from barrier top = 1302.64 ns
1/J, barrier-top source, h=0.01 nm = 1302.04 ns
lambda1/2, h=0.01 nm = 0.000384081 1/ns
Kramers rate = 0.000400477 1/ns
p(-1.0 nm): formula 3.4974, lattice 3.4974 1/nm
p(+0.0 nm): formula 7.7609e-05, lattice 7.7609e-05 1/nm
p(+0.5 nm): formula 2.5442e-05, lattice 2.5429e-05 1/nm
coarse lattice h = 0.05 nm, tau = 0.01 ns, range +-1.6 nm
WE: 100 replicas, 26 bins, 8 walkers/bin, 300 iterations, first 100 discarded
MFPT continuous time = 2575.3341 ns
MFPT absorbing within lag = 2575.3391 ns, excess 0.0050 ns
MFPT checked at multiples of tau = 2575.3670 ns, excess 0.0329 ns
J_tau exact = 0.000388294 1/ns
gap of recycled generator = 36.6119 1/ns
lowest eigenvalue of -L = 0.000388321 1/ns
second eigenvalue of -L = 36.5183 1/ns
time after which flux is within 1% of J_tau = 0.3 ns
exact flux, iterations 11-25 = 0.000250893 1/ns
WE flux, iterations 11-25 = 0.000203826 1/ns
  standard error = 3.92234e-05 1/ns
WE steady flux = 0.000365476 1/ns
  standard error = 1.906e-05 1/ns
  relative standard error = 0.0521513
WE MFPT estimate = 2736.16 ns
weight-blind resampling flux = 0.000585325 1/ns
  standard error = 2.40091e-05 1/ns
WE aggregate simulated time = 52347.3 ns
brute-force events expected at that cost = 20.3261
brute-force relative error at that cost = 0.221806
```
